\section*{Field Reversal Behind a Collapsing Capacitive Sheath}

Suppose you are estimating electron heating in a capacitive argon discharge at about 1 Torr and must choose an equation for the electrons next to the oscillating sheath. The Boltzmann relation is convenient, but where density rises into the plasma it allows a field of one sign only, the sign that drives electrons away from the electrode. The alternative is to keep the electron momentum balance and let the field take either sign. The choice decides whether electrons in the refilled plasma behind a collapsing sheath lose energy to the field there or gain it.

\section*{The belief and its appeal}

The belief is that a sheath field always repels electrons. Much supports it. Electrons are far more mobile than ions, so an electrode in contact with plasma normally charges negative until most electrons are turned back. The space next to it is then depleted of electrons, its net charge is positive, and its field points toward the electrode. That field accelerates ions out of the plasma toward the electrode and confines electrons.

In the example below, the voltage across the region swept by the sheath varies between 11 and 213 V and never changes sign. At the metal surface the field never becomes weaker than 295 V/cm in the repelling direction. A time average would confirm the belief.

The weak point is the word ``always'', applied to the whole region that the sheath occupies at its widest. For part of each period the outer portion of that region is filled with quasi-neutral plasma. There the field must deliver whatever electron current the circuit demands, and diffusion may not suffice.

\section*{What current continuity imposes}

Let the electrode be at $x=0$ and the plasma at $x>0$. The force on an electron is $-eE$, so $E<0$ repels it from the electrode and $E>0$ pulls it in. Let $G$ be the electron flux toward the electrode, counted positive in the direction of decreasing $x$.

The model is one-dimensional. The ion density $n_i(x)$ is fixed over an rf period, and ions carry a constant current density $J_i$ to the electrode. Ionization in the layer and secondary electrons are left out. Gauss's law and electron conservation read
\begin{equation}
\varepsilon_0\frac{\partial E}{\partial x}=e(n_i-n_e),\qquad
\frac{\partial n_e}{\partial t}=\frac{\partial G}{\partial x}.
\end{equation}
The second has a plus sign because the flux along $+x$ is $-G$. Differentiating the first in time, with $n_i$ fixed, and inserting the second gives
\begin{equation}
\frac{\partial}{\partial x}\left(eG+\varepsilon_0\frac{\partial E}{\partial t}\right)=0 .
\end{equation}
The bracket is therefore the same at every $x$. Let $J(t)$ be the total current density along $+x$. Electrons moving toward the electrode contribute $+eG$ to it and ions moving the same way contribute $-J_i$, so
\begin{equation}
eG+\varepsilon_0\frac{\partial E}{\partial t}=J(t)+J_i .
\label{cont}
\end{equation}
In quasi-neutral plasma at these frequencies the displacement term is small, and $G\simeq(J+J_i)/e$. The external circuit sets this flux; the field must adjust to carry it.

The flux is tied to the speed of collapse. Treat the sheath edge $s(t)$ as sharp, with quasi-neutral plasma of density $n(x)$ beyond it. The number of electrons per unit area between $s$ and a fixed plane $X$ is $\int_s^X n\,dx$, which changes at the rate $-n(s)\,ds/dt$. Before electrons reach the metal, this must equal the inflow $G$ at $X$. Since $ds/dt<0$ during collapse,
\begin{equation}
G=n(s)\left|\frac{ds}{dt}\right| .
\label{speed}
\end{equation}
A fast collapse is a large demanded flux.

\section*{The field that carries the demanded flux}

Let $u$ be the electron velocity along $+x$, $\nu$ a constant collision frequency and $T$ a uniform electron temperature. Momentum balance is
\begin{equation}
mn\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right)
=-enE-kT\frac{\partial n}{\partial x}-mn\nu u .
\end{equation}
Put $u=-w$, where $w=G/n$ is the drift speed toward the electrode. The left side becomes $mn(-\partial w/\partial t+w\,\partial w/\partial x)$ and the drag becomes $+mn\nu w$. Solving for the field term,
\begin{equation}
enE=mn\frac{\partial w}{\partial t}+mn\nu w-mnw\frac{\partial w}{\partial x}-kT\frac{\partial n}{\partial x}.
\end{equation}
In the quasi-neutral region $n\simeq n_i$ is stationary, so $n\,\partial w/\partial t=\partial G/\partial t$. There $G$ is also uniform, so $\partial w/\partial x=-(G/n^2)\,\partial n/\partial x$ and the third term equals $+mw^2\,\partial n/\partial x$. Hence
\begin{equation}
enE=m\left(\frac{\partial G}{\partial t}+\nu G\right)-(kT-mw^2)\frac{\partial n}{\partial x}.
\label{full}
\end{equation}
Drag calls for a field that pulls electrons in, and so does inertia while the flux is growing. The pressure gradient already pushes electrons toward the electrode, and by itself it would require a restraining field, $E<0$. That last balance is the Boltzmann relation. It holds when the demanded flux is negligible, and so cannot settle the sign during a rapid collapse.

For $mw^2\ll kT$ and a driving frequency $\omega\ll\nu$, define $\mu=e/(m\nu)$ and $D=kT/(m\nu)$. Dividing (\ref{full}) by $en$ leaves
\begin{equation}
E=\frac{1}{\mu n}\left(G-D\frac{\partial n}{\partial x}\right).
\label{field}
\end{equation}
Within this model, the field in the refilled plasma is reversed if and only if
\begin{equation}
J+J_i>eD\frac{\partial n}{\partial x},
\quad\text{or, by (\ref{speed}),}\quad
\left|\frac{ds}{dt}\right|>\frac{D}{n}\frac{\partial n}{\partial x}.
\label{threshold}
\end{equation}
The speed form applies next to the edge, before electrons reach the metal. Below threshold, diffusion supplies more electrons than required and the field holds some back. Above it, the field must pull.

The transport laws were tested on 100,000 particles scattered isotropically at a constant rate. With the force $m(dw/dt+\nu w)$ applied for a target drift of amplitude $0.3\sqrt{kT/m}$ at $\omega/\nu=0.5$, the mean velocity stayed within 3.1\% of that amplitude from the target. Without a force, the spreading of the particles gave $Dm\nu/kT=0.999$.

\section*{Could a steeper density profile avoid the reversal?}

One may object that electrons could depart from the ion profile and build whatever gradient is needed. An integral over a layer limits this escape without assuming quasi-neutrality. Use $G=\mu n_eE+D\,\partial n_e/\partial x$ and suppose that $E\le0$ everywhere from $0$ to $X$. Then $G\le D\,\partial n_e/\partial x$ throughout, and
\begin{equation}
\int_0^X G\,dx\le D\,[n_e(X)-n_e(0)]\le D\,n_e(X).
\end{equation}
Let $V=-\int_0^X E\,dx$ be the potential at $X$ minus that at the electrode. Integrating (\ref{cont}) gives $e\int_0^X G\,dx=(J+J_i)X+\varepsilon_0\,dV/dt$. A field that repels everywhere therefore requires
\begin{equation}
(J+J_i)X+\varepsilon_0\frac{dV}{dt}\le eD\,n_e(X).
\label{bound}
\end{equation}
If this fails, $E>0$ somewhere in the layer. During collapse $dV/dt<0$: displacement current carries part of the demand and the electrons carry the rest. Failure of (\ref{bound}) is sufficient for reversal but not necessary, and it does not say where in the layer the reversal lies.

\section*{A model example with a prescribed ion profile}

Take $J=J_0\sin\theta$ with $\theta=\omega t$, a frequency of 13.56 MHz, $J_0=5$ mA/cm$^2$ and $J_i=0.05$ mA/cm$^2$. The sheath is near its widest at $\theta=0$, and collapse occupies the following half period. The electrons have $kT/e=3$ V and $\nu=3\times10^9$ s$^{-1}$, which give $\mu=5.86\times10^5$ cm$^2$/Vs and $D=1.76\times10^6$ cm$^2$/s. The ion density is $3\times10^9$ cm$^{-3}$ at the electrode and rises linearly by $5\times10^9$ cm$^{-3}$ per centimetre. The threshold current density is
\begin{equation}
eD\frac{\partial n}{\partial x}=(1.602\times10^{-19})(1.76\times10^{6})(5\times10^{9})\ \text{A/cm}^2
=1.41\ \text{mA/cm}^2 .
\end{equation}
The peak demand is 5.05 mA/cm$^2$, 3.6 times larger. Where the plasma is already quasi-neutral, reversal lasts while $\sin\theta>(1.41-0.05)/5=0.27$, from about $16^\circ$ to $164^\circ$.

These estimates can be compared with a numerical solution of Gauss's law, (\ref{cont}) and electron drift-diffusion, run until the cycle repeats. It assumes neither quasi-neutrality nor a sharp edge. The sheath reaches a greatest width of 2.47 mm. At $90^\circ$ the point where the electron density is half the ion density lies at 1.52 mm and retreats at $8.3\times10^6$ cm/s. Equation (\ref{speed}) gives $8.4\times10^6$ cm/s, and the threshold speed there is $2.3\times10^6$ cm/s.

The strongest reversed field within the swept region is 8.5 V/cm. It occurs at $102^\circ$ and $x=2.44$ mm, when the sheath edge, defined by the net positive charge, has withdrawn to 1.35 mm. The ion density there is $4.22\times10^9$ cm$^{-3}$ and the demand is $5\sin102^\circ+0.05=4.94$ mA/cm$^2$, so (\ref{field}) gives
\begin{equation}
E=\frac{(4.94-1.41)\times10^{-3}}{(1.602\times10^{-19})(5.86\times10^{5})(4.22\times10^{9})}\ \frac{\text{V}}{\text{cm}}
=8.9\ \frac{\text{V}}{\text{cm}} .
\end{equation}
This is 5\% above the simulated value. Farther out, at 5 mm, the largest difference between formula and simulation over the cycle is 1.5\% of half the field's peak-to-peak swing.

The layer argument gives the same verdict. For $X=6$ mm at $90^\circ$, the left side of (\ref{bound}) is 2.24 mA/cm and the right side is 1.69 mA/cm. Without displacement current the demand would be $5.05\times0.6=3.03$ mA/cm, so the falling voltage relieves the electrons of about a quarter of it, but not enough.

\section*{Where the belief survives}

At $120^\circ$ the field is $-612$ V/cm at the metal, $-82$ V/cm at 1 mm and $-2.6$ V/cm at 1.5 mm. It is $+7.0$ V/cm at 2 mm, $+7.1$ V/cm at 3 mm and $+5.8$ V/cm at 5 mm. The reversed field thus joins the resistive drift field of the bulk; it is not a separate structure. The 8.5 V/cm maximum sits at the outer end of the swept region because the search stopped there.

At this phase the layer still depleted of electrons repels them. The reversal begins a short way behind its retreating edge, in space that was sheath a fraction of a period earlier, and continues into the bulk. ``Toward the electrode'' gives the direction of the force; it does not promise arrival at the metal.

The timing of arrival shows the difference. Over one period the wall must receive as much electron charge as ion charge, and the simulated ratio is 1.000. Electrons deliver the middle 90\% of their charge between $152^\circ$ and $205^\circ$, mostly after the bulk reversal has ended at about $164^\circ$. Together with diffusion, the reversed field refills the vacated space. The wall current is made up of electrons that cross the repelling layer while it is weakest.

Pulling electrons right up to the metal is harder. The simulated wall absorbs a thermal flux $n_e\bar v/4$, with $\bar v$ the mean speed, and drift adds to this only if the field there is reversed. The mean free path of 0.386 mm gives $\bar v=0.0386\times3\times10^9=1.16\times10^8$ cm/s. For neutral plasma of density $3\times10^9$ cm$^{-3}$ touching the wall, $en\bar v/4$ is about 14 mA/cm$^2$, well above the peak demand of 5.05 mA/cm$^2$. Raising the amplitude alone need not close the gap, because electrons reach the metal near $180^\circ$, where the sinusoidal current passes through zero.

\section*{Speed as the cause}

The same sheath can be collapsed slowly. Reduce both frequency and current amplitude tenfold, to 1.356 MHz and 0.5 mA/cm$^2$, and hold the ion profile, ion current, temperature and collision frequency fixed. The driven charge swing $2J_0/\omega$ is unchanged, and the greatest sheath width is 2.36 mm, close to the previous value. The peak demand is now $0.55$ mA/cm$^2$, below the threshold of 1.41. In the simulation the field repels at every position and phase; its value closest to reversal is $-1.3$ V/cm, found at the outer boundary of the simulated 8 mm layer. A longer layer, reaching denser plasma, would bring this value nearer to zero without changing its sign. A sheath that reaches nearly the same width produces no reversal when it collapses slowly.

Where the field is reversed, the local energy exchange changes sign as well. The field does work on the electrons at the rate $eGE$ per unit volume. During collapse $G>0$, so electrons returning against a repelling field give up energy, while those drawn in by a reversed field gain it. At the position of the peak, integrating $eEw$ over the reversed part of the collapse gives about 0.7 eV per electron. This is an estimate at a fixed point, not along an electron's path, and it counts only the gain. Early in the collapse the field at that point still repels and takes energy back, and over the swept region as a whole the loss in the repelling layer at the edge outweighs the gain behind it. A Boltzmann closure would miss the gain and give the exchange the wrong sign in the reversed part only.

\section*{The weakly collisional limit}

When $\nu$ is not large compared with $\omega$, inertia must be kept. Neglect $J_i$ and $mw^2$ in (\ref{full}) and insert $G=(J_0/e)\sin\theta$. Reversal then requires
\begin{equation}
mJ_0(\omega\cos\theta+\nu\sin\theta)>e\,kT\frac{\partial n}{\partial x}.
\end{equation}
The bracket has the maximum $\sqrt{\omega^2+\nu^2}$, reached at $\tan\theta=\nu/\omega$, so the current amplitude must exceed
\begin{equation}
J_0=\frac{e\,kT}{m\sqrt{\omega^2+\nu^2}}\,\frac{\partial n}{\partial x}.
\end{equation}
For $\nu\gg\omega$ this is the diffusion threshold again, reached near the middle of the collapse. For $\nu\ll\omega$ the best phase moves to the start of the collapse, where the flux grows fastest, and the threshold becomes $e\,kT(\partial n/\partial x)/(m\omega)$.

In the example $\omega/\nu=0.028$, so removing collisions at the same gradient and temperature would raise the threshold from 1.41 to about 50 mA/cm$^2$. This is only an order of magnitude. The ratio $mw^2/kT$, which is 0.01 at the simulated peak, would be near 1 at such a current, and a fluid with a local pressure is doubtful without collisions. In this model, at fixed gradient, temperature and frequency, fewer collisions make reversal harder.

\section*{How far the number carries over}

The electron parameters are rough values for argon near 1 Torr, but the linear ion profile is prescribed, not derived from ion transport. The threshold is proportional to the gradient: with $D$ and the current fixed, a profile 3.6 times steeper would remove the reversal in the quasi-neutral plasma. This limit matters. In quasi-neutral plasma without ionization the ions drift in the mean field $-(kT/e)(\partial n/\partial x)/n$, so $J_i=\mu_i kT\,\partial n/\partial x$ and the threshold is $(\mu/\mu_i)J_i$. For argon ions at 1 Torr, $\mu_i\approx1.3\times10^3$ cm$^2$/Vs. Carrying 0.05 mA/cm$^2$ then needs a gradient of about $8\times10^{10}$ cm$^{-4}$, 16 times the one used, and the threshold becomes about 23 mA/cm$^2$, well above the peak demand. The gradient of the example carries only 0.003 mA/cm$^2$ of ions, so it can describe argon only where the ion flux is that small, for instance on the bulk side of the zone where the ions are produced. A constant $\nu$ is also crude. In argon, slow electrons collide much less often than fast ones, which raises the averages that set $D$ and $\mu$. If both were twice as large at the same temperature, the threshold would be 2.8 mA/cm$^2$, still below the peak demand, but (\ref{field}) at the position and phase of the peak would give only about 2.7 V/cm.

Doubling the temperature, which doubles $D$, lowers the strongest reversed field within the swept region to 2.8 V/cm but does not remove it; the search again stops at the widest sheath, and the field is larger farther out. Equation (\ref{field}), at the original position and phase, would give about 5.4 V/cm. At the higher temperature that point still lies within the transition at the sheath edge. Equation (\ref{field}) assumes quasi-neutrality, so it should be used only several Debye lengths outside the edge, and the Debye length grows as $\sqrt T$.

Uneven heating is also neglected. Counting only the gain, and since the mean energy is $3kT/2$, 0.7 eV raises $kT$ by about 0.5 eV. Spread over the distance $\sqrt{2\pi D/\omega}\simeq3.6$ mm that electrons diffuse in one period, this gives a temperature gradient that could change the field by about 1.4 V/cm, a sixth of the peak. (The 2.0 V/cm in the output counts the whole gain as a rise in $kT$ and is therefore too high.) The mean free path is about a sixth of the sheath width, so local transport is approximate. At 13.56 MHz ions respond weakly, their plasma frequency being 0.16 of $\omega$. In the slow run the ratio is 1.6, so real ions would respond within the period; the fixed ion profile there serves to isolate the effect of speed, not to describe a real discharge at that frequency. Secondary electrons leaving the metal, at an assumed yield of 0.1, carry 0.1\% of the current amplitude, though their multiplication in the gas was not included. The 8.5 V/cm is thus a value for this model, not a prediction for real argon, where at these currents the reversal next to the sheath could be much weaker or absent.

For the calculation at the start, compare the magnitude of $J+J_i$ with $eD\,\partial n/\partial x$ at the phase of interest. This comparison assumes $\omega\ll\nu$, as in the example; otherwise inertia must be included. If the demand is much the smaller, the Boltzmann relation is adequate in the quasi-neutral plasma. If it is comparable or larger, keep the momentum balance and let the field change sign. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
frequency: 13.56 MHz
current density amplitude: 5 mA/cm2
ion current density: 0.05 mA/cm2
electron temperature: 3 eV
collision frequency: 3e+09 1/s
ion density at electrode: 3e+09 cm^-3
ion density gradient: 5e+09 cm^-4
mobility: 5.86e+05 cm2/Vs
diffusion coefficient: 1.76e+06 cm2/s
threshold current density e D dn/dx: 1.41 mA/cm2
widest sheath: 2.47 mm
largest voltage across that width: 213 V
smallest voltage across that width: 11 V
half-density edge at 90 deg: 1.52 mm
edge speed at 90 deg, simulated: 8.3e+06 cm/s
edge speed at 90 deg, flux/density: 8.38e+06 cm/s
threshold edge speed there: 2.34e+06 cm/s
peak reversed field in swept region: 8.46 V/cm
  phase of peak: 102 deg
  position of peak: 2.44 mm
  sheath edge at that phase: 1.35 mm
  quasi-neutral formula there: 8.91 V/cm
  same, coarser grid: 8.47 V/cm
field at 120 deg, x = 0 mm: -612 V/cm
field at 120 deg, x = 0.5 mm: -330 V/cm
field at 120 deg, x = 1 mm: -82.2 V/cm
field at 120 deg, x = 1.5 mm: -2.57 V/cm
field at 120 deg, x = 2 mm: 7 V/cm
field at 120 deg, x = 3 mm: 7.12 V/cm
field at 120 deg, x = 5 mm: 5.82 V/cm
largest (signed) field at metal: -295 V/cm
formula error at 5 mm / half swing: 1.5 %
6 mm layer, 90 deg: demand: 2.24 mA/cm
6 mm layer, 90 deg: diffusion limit: 1.69 mA/cm
electron/ion charge per period: 1.0000
wall collection 5% phase: 152 deg
wall collection 95% phase: 205 deg
slow run: frequency: 1.356 MHz
slow run: current amplitude: 0.5 mA/cm2
slow run: widest sheath: 2.36 mm
slow run: largest (signed) field: -1.32 V/cm
doubled temperature: peak field: 2.81 V/cm
particle test: worst drift error / amplitude: 0.0309
particle test: D m nu / kT: 0.999
inertia/drag, omega/nu: 0.0284
convection/pressure, m w^2/kT: 0.0101
electron mean free path: 0.386 mm
energy gain estimate per collapse: 0.736 eV
thermal-gradient field estimate: 2.04 V/cm
ion plasma frequency/omega: 0.159
secondary current/J (yield 0.1): 0.001
peak E/N at 1 Torr, 300 K: 26.3 Td
\end{verbatim}
